# Disentangling a narrow band from a wide one on a chain

## Problem

A chain with lattice constant $a$ carries two orthonormal orbitals per cell, a narrow one called $d$ and a wide one called $s$, both even about the same site. With $k$ in units of $1/a$,

$$H(k)=\begin{pmatrix}E_d&V\\V&E_s\end{pmatrix},\qquad E_d=\varepsilon+2t_d\cos k,\qquad E_s=-2t_s\cos k .$$

The parameters are round model values: $t_s=2$ eV, $t_d=0.2$ eV, $\varepsilon=V=0.3$ eV. The mesh has $N=120$ points with spacing $b=2\pi/N$. One state $v_k$ is to be chosen at each mesh point, built from those eigenstates of $H(k)$ whose energies lie in the outer window from $-1.2$ to $1.6$ eV. The orbitals are treated as points on their sites, so overlaps of cell-periodic states are inner products of two-component vectors. The gauge-invariant spread is

$$\Omega_I=\frac1N\sum_k\sum_{\pm b}\frac{1}{2b^2}\left(1-|\langle v_k|v_{k\pm b}\rangle|^2\right),$$

where the weight $1/(2b^2)$ satisfies $\sum_{\pm b}w_b b^2=1$.

(a) Find the subspace of least $\Omega_I$. (b) Show that its Wannier-interpolated band crosses the hybridization gap. (c) Determine its orbital character on the way.

## A tempting solution

"The narrow band is nearly flat, so the smoothest subspace is the $d$ orbital itself, $v_k=(1,0)$ at every $k$. All overlaps are 1, hence $\Omega_I=0$, which cannot be improved. The interpolated band is $E_d(k)$, and it runs through the gap."

## Where it fails

First, flatness plays no part in $\Omega_I$ itself. It matters only through the window, which the $d$-like state would leave if the band were wider (for $t_d=0.7$ eV the window holds no state at some mesh points). $\Omega_I$ contains overlaps and no energies, so any constant vector $(\cos\alpha,\sin\alpha)$ gives zero, including the pure $s$ orbital with its wide band. If both eigenstates were available at every $k$, smoothness would not select an orbital. Four numerical minimizations without a restricting window, on a mesh of 24 points and from random starts, ended with $d$ weights 0.489, 0.226, 0.132 and 0.848, all with $\Omega_I$ zero to rounding.

Second, the proposed vector is not allowed. Where the window holds one eigenstate, $v_k$ must be that eigenstate, and for $V\neq0$ it is not pure $d$.

Projecting $d$ onto the window states does not repair the argument. It gives pure $d$ where both states are available, but leaves a jump of angle at each end of that region. The cost of these jumps is worked out below.

## Right solution

### The gap and the forced states

The bare bands cross where $E_d=E_s$, that is, at

$$\cos k_0=-\frac{\varepsilon}{2(t_s+t_d)}=-\frac{0.3}{4.4},$$

so $k_0=1.6390$, with common energy $E_0=0.2727$ eV. Put $x=\cos k-\cos k_0$, $A=t_s-t_d$ and $B=t_s+t_d$. Then $E_d=E_0+2t_dx$ and $E_s=E_0-2t_sx$. Their mean is $E_0-Ax$ and half their difference is $Bx$, so

$$E_\pm=E_0-Ax\pm\sqrt{B^2x^2+V^2}.$$

The function $E_+$ is convex in $x$. Setting its derivative to zero gives $B^2x=A\sqrt{B^2x^2+V^2}$; squaring and solving,

$$x_*=\frac{AV}{B\sqrt{B^2-A^2}},\qquad \sqrt{B^2x_*^2+V^2}=\frac{B^2x_*}{A}=\frac{BV}{\sqrt{B^2-A^2}}.$$

With $B^2-A^2=4t_st_d$, the minimum is

$$E_+^{\min}=E_0+\frac{V(B-A^2/B)}{\sqrt{B^2-A^2}}=E_0+\frac{V\sqrt{B^2-A^2}}{B}=E_0+\frac{2V\sqrt{t_st_d}}{t_s+t_d}.$$

Since $E_-(-x)-E_0=-[E_+(x)-E_0]$, the maximum of $E_-$ lies equally far below $E_0$. The full gap is therefore

$$\frac{4V\sqrt{t_st_d}}{t_s+t_d}=\frac{4(0.3)\sqrt{0.4}}{2.2}=0.345\ \text{eV},$$

from 0.1002 to 0.4452 eV. This requires both extrema to lie in the zone; here $x_*\approx0.19$, so they do. The direct splitting at $k_0$ is larger, $2V=0.6$ eV.

Now write $v=(\cos\theta,\sin\theta)$. It is an eigenvector when $Hv$ has no component along the orthogonal vector $(-\sin\theta,\cos\theta)$:

$$(E_s-E_d)\sin\theta\cos\theta+V(\cos^2\theta-\sin^2\theta)=0
\quad\Rightarrow\quad \tan2\theta=\frac{2V}{E_d-E_s}.$$

The branch $|\theta|<\pi/4$ has $d$ weight above one half; call it $d$-like. The first row of $Hv=Ev$ gives its energy, $E_d+V\tan\theta$, and the trace gives the other eigenvalue, $E_s-V\tan\theta$.

For $0\le k<k_0$ we have $E_d>E_s$ and $\theta>0$, so the $d$-like state is the upper one. For $k_0<k\le\pi$ it is the lower one, with $\theta<0$. Because $|V\tan\theta|<V$ and $E_d$ runs from 0.7 to $-0.1$ eV, the $d$-like state stays in the window. The $s$-like energy rises with $k$ on each side of $k_0$. It is below the window up to the mesh point $k_a=1.2566$ and above it from $k_b=1.9897$ onwards. Hence $v_k$ is forced to be $d$-like for $k\le k_a$ and $k\ge k_b$, and is free between. The forced end angles are

$$\theta_a=0.1734,\qquad \theta_b=-0.1915,\qquad \Theta=\theta_a-\theta_b=0.3649\ \text{rad}.$$

Since $H(-k)=H(k)$, there is a mirror-image free interval at negative $k$.

### The minimum

Let $\cos\delta_i=|\langle v_i|v_{i+1}\rangle|$ with $0\le\delta_i\le\pi/2$. Each link occurs twice in the double sum, so

$$\Omega_I=\frac{1}{Nb^2}\sum_{\text{links}}\sin^2\delta_i .$$

Only the $n=14$ links of each free interval can change. Complex vectors are permitted.

**Triangle inequality.** Let $u$ and $w$ make angles $\alpha$ and $\beta$ with $v$. With suitable phases, $u=\cos\alpha\,v+\sin\alpha\,u_\perp$ and $w=\cos\beta\,v+\sin\beta\,w_\perp$, where $u_\perp,w_\perp$ are unit vectors orthogonal to $v$. If $\alpha+\beta\le\pi/2$,

$$|\langle u|w\rangle|=|\cos\alpha\cos\beta+\sin\alpha\sin\beta\,\langle u_\perp|w_\perp\rangle|\ge\cos(\alpha+\beta),$$

so the angle between $u$ and $w$ is at most $\alpha+\beta$. If $\alpha+\beta>\pi/2$ this is true trivially. Applied along the chain, it gives $\sum_i\delta_i\ge\Theta$, because $\Theta<\pi/2$ is the angle between the forced ends.

**Bound.** A path with equal steps $\Theta/n$ costs $n\sin^2(\Theta/n)\le\Theta^2/n<\pi^2/(4n)$, which is below $1/2$ for $n\ge5$. A path containing any step $\delta_i\ge\pi/4$ costs at least $1/2$ and is not the minimum. For the remaining paths all $\delta_i<\pi/4$, where $\sin^2\delta$ is increasing and strictly convex (its second derivative is $2\cos2\delta>0$). Jensen's inequality then gives

$$\sum_i\sin^2\delta_i\ \ge\ n\sin^2\!\Big(\frac1n\sum_i\delta_i\Big)\ \ge\ n\sin^2\frac{\Theta}{n}.$$

**Uniqueness.** Equality needs equal steps and equality in the triangle inequality. For $0<\alpha,\beta$ and $\alpha+\beta<\pi/2$ the latter requires $w_\perp=-u_\perp$. Eliminating $u_\perp$ gives

$$v=\frac{\sin\beta\,u+\sin\alpha\,w}{\sin(\alpha+\beta)},\qquad \langle u|w\rangle>0 .$$

Take $u$ as the left forced state, $w$ as the right one and $v$ as the first free state. This fixes $v$, up to a phase, as the real vector turned by $\Theta/n$ from $u$ towards $w$. Repeating the argument from each new point fixes the whole path:

$$\boxed{\theta(k)=\theta_a-\Theta\,\frac{k-k_a}{k_b-k_a},\qquad k_a\le k\le k_b.}$$

The step is $0.3649/14=0.0261$ rad. The numerical check tests this result against iterative disentanglement from three random complex starts.

With $2/(Nb^2)=6.08$, the two free intervals contribute $6.08\times14\times(0.02606)^2=0.0578\,a^2$. The projected $d$ orbital would instead pay for its end jumps, $6.08\,(\sin^2\theta_a+\sin^2\theta_b)=6.08\,(0.0298+0.0362)=0.40\,a^2$. Including the forced regions, the optimum has $\Omega_I=0.0725\,a^2$. This value belongs to $N=120$. On finer meshes $k_a$ and $k_b$ can move closer to the points where the $s$-like state crosses the window edges, the free interval shrinks, and $\Omega_I$ rises to $0.080\,a^2$ for $N=480$ and $0.085\,a^2$ for $N=960$.

### The interpolated band crosses the gap

The band energy is the expectation value

$$E(k)=\langle v_k|H(k)|v_k\rangle=E_d\cos^2\theta+E_s\sin^2\theta+V\sin2\theta .$$

The Wannier hoppings are $H(R)=N^{-1}\sum_k e^{-ikR}E(k)$. Summing $e^{ikR}H(R)$ over $|R|\le N/2$, with half weight at $R=\pm N/2$, gives a continuous function that reproduces $E$ at the mesh points. It is real because $E$ is real, so that $H(-R)=H(R)^*$ and the terms at $\pm R$ are complex conjugates. At the ends of the free interval it equals true eigenvalues:

$$E(k_a)=E_+(k_a)=0.4762\ \text{eV}>0.4452\ \text{eV},\qquad E(k_b)=E_-(k_b)=0.0792\ \text{eV}<0.1002\ \text{eV}.$$

By the intermediate value theorem it takes every energy in the gap. Numerically it enters at $k=1.3445$ and leaves at $k=1.9192$.

| $k$ | $E_-$ (eV) | $E_+$ (eV) | $E$ (eV) | $d$ weight |
|---|---|---|---|---|
| 1.2566 | −1.289 | 0.476 | 0.476 | 0.970 |
| 1.3614 | −0.902 | 0.453 | 0.437 | 0.985 |
| 1.5708 | −0.185 | 0.485 | 0.310 | 1.000 |
| 1.7802 | 0.095 | 0.954 | 0.169 | 0.992 |
| 1.9897 | 0.079 | 1.685 | 0.079 | 0.964 |

At the bare crossing $E_d=E_s=E_0$, and the linear law gives $\theta(k_0)=-0.017$, so

$$E(k_0)=E_0+V\sin2\theta(k_0)=0.2727-0.0101=0.2626\ \text{eV}.$$

There is no eigenstate of the chain at this energy. The one-band model has dropped the matrix element of $H$ between $v$ and its orthogonal partner, which at $k_0$ is $V\cos2\theta\approx0.30$ eV. The interpolated band is therefore not the spectrum inside the free interval.

It departs from the spectrum gently. If $v$ makes an angle $\eta$ with the upper eigenstate, then $E=E_+\cos^2\eta+E_-\sin^2\eta=E_+-(E_+-E_-)\sin^2\eta$. Since $\eta$ grows linearly from zero at $k_a$, the departure starts quadratically. The same holds at $k_b$ with the lower band. This statement concerns the expectation value with $\theta$ taken as a continuous linear function of $k$; the Fourier interpolant follows that curve to within 0.16 meV, and on that scale its departure need not be quadratic.

### What fixes the orbital character

The crossing used only the two forced ends, so any choice of states between them would also give an interpolated band that crosses the gap. Smoothness decides the route. On the optimal path $\theta$ runs between $\theta_a$ and $\theta_b$ through zero, so the $d$ weight $\cos^2\theta$ in the free interval never falls below its value at $k_b$, 0.964. Over the whole zone it averages 0.990, and the interpolated band stays within about 0.06 eV of $E_d$.

The eigenstates offer no equivalent. The lower band changes from $d$ weight 0.004 at $k=0$ to 0.995 at $k=\pi$, with $\Omega_I=0.894\,a^2$; the window also excludes it for $k\le k_a$. Choosing the $d$-like eigenstate everywhere makes $\theta$ jump by nearly $\pi/2$ at each of the two crossings. Each jump costs about $1/(Nb^2)=N/(4\pi^2)$, which diverges as the mesh is refined: $\Omega_I$ is $6.5\,a^2$ for $N=120$ and $12.8\,a^2$ for $N=240$.

### Conditions and a trap

The derivation above uses a window that forces $d$-like states on both sides of $k_0$. This guarantees the crossing but is not necessary for it. With a window from $-2$ eV to above the upper band, states are forced only for $|k|\le\pi/3$. The two forced ends are then the same vector, with $\theta=0.118$, and the optimum keeps it constant through $k=\pi$. There $E=0.027$ eV, below the gap, so this band crosses as well. Return now to two-sided windows. The forced ends can be joined by the short arc through $d$, of length $\Theta$, or by the long arc through $s$, of length $\pi-\Theta$. The closer $k_a$ and $k_b$ lie to $k_0$, the larger $\Theta$ and the smaller the ratio of the two costs, which for small steps is $(\pi-\Theta)^2/\Theta^2$. Their difference, for small steps and both free intervals together about $(\pi-2\Theta)/(k_b-k_a)$ in units of $a^2$, need not fall, because the free interval shrinks as well. The two lengths would become equal only for $k_a,k_b\to k_0$, where $\theta_a\to\pi/4$ and $\theta_b\to-\pi/4$. With the present parameters no window reaches that limit. Its edges would have to approach $E_0\mp V$, that is $-0.03$ and $0.57$ eV, and it would then hold no state near $k=0$, where $E_+>0.7$ eV, or near $k=\pi$, where $E_-<-0.1$ eV.

The long arc matters for real arithmetic. With equal steps of $(\pi-\Theta)/14\approx0.2$ rad it is a local minimum among real vectors, because their signed steps have a fixed sum under small changes and $\sin^2\delta$ is convex there. An iteration started on it stayed there, at $\Omega_I=3.32\,a^2$, with the $d$ weight falling to 0.0001. After a small complex perturbation it relaxed to the optimum, $0.0725\,a^2$. A real starting guess should therefore have mainly $d$ character throughout the free interval.

## Table of computed values

```
t_s, t_d = 2.0, 0.2 eV; eps, V = 0.3, 0.3 eV
outer window = -1.2 to 1.6 eV; N = 120
bare crossing k0 = 1.6390 1/a, E0 = 0.2727 eV
direct splitting at k0 = 0.6000 eV
gap bottom, top = 0.1002, 0.4452 eV
full gap, closed form = 0.3450 eV
ka, kb = 1.2566, 1.9897 1/a; links n = 14
theta_a, theta_b = 0.1734, -0.1915 rad
Theta = 0.3649 rad; step = 0.02606 rad
worst 1 - fidelity, 3 random starts = 6.7e-16
k (1/a)  theta (rad)  E_lower  E_upper  E_band (eV)  d weight
1.2566  +0.1734  -1.2886  +0.4762  +0.4762  0.9702
1.3614  +0.1213  -0.9017  +0.4532  +0.4375  0.9854
1.4661  +0.0692  -0.5223  +0.4460  +0.3796  0.9952
1.5708  +0.0171  -0.1854  +0.4854  +0.3101  0.9997
1.6755  -0.0351  +0.0277  +0.6486  +0.2374  0.9988
1.7802  -0.0872  +0.0947  +0.9538  +0.1694  0.9924
1.8850  -0.1393  +0.0974  +1.3151  +0.1143  0.9807
1.9897  -0.1915  +0.0792  +1.6851  +0.0792  0.9638
Omega_I, optimal subspace = 0.07253 a^2
  of which free intervals = 0.05781 a^2
Omega_I, continuum formula = 0.07260 a^2
Wannier second moment, N = 1920: 0.07287 a^2
total d weight of Wannier function = 0.9900
Omega_I, real long arc = 3.3190 a^2
  smallest d weight on long arc = 0.0001
Omega_I after complex kick = 0.07253 a^2
Omega_I, lower eigenband = 0.8938 a^2
  its d weight at k = 0, pi: 0.0040, 0.9947
Omega_I, d-like eigenstates, N = 120: 6.548 a^2
Omega_I, d-like eigenstates, N = 240: 12.841 a^2
no restricting window, d weights of 4 runs: 0.489, 0.226, 0.132, 0.848
  largest Omega_I of these runs = 1.3e-15 a^2
interpolated band at k0 = 0.2626 eV
E0 + V sin(2 theta(k0)) = 0.2626 eV
band enters gap at k = 1.3445 1/a
band leaves gap at k = 1.9192 1/a
largest |E_band - E_d| = 0.0632 eV
largest interpolation error = 0.157 meV
```
